# Landau-Silin kinetics, backflow and the Drude weight with and without a lattice

A normal, unpolarized Fermi liquid consists of quasiparticles of charge $Q$ with occupation $n_{\mathbf k}(\mathbf r,t)$. Here $\sum_{\mathbf k}$ means $\int d^dk/(2\pi)^d$ with a sum over spin. The short-range part of the energy density is a functional $\mathcal E[n]$, with

$$\tilde\varepsilon_{\mathbf k}=\frac{\delta\mathcal E}{\delta n_{\mathbf k}},\qquad f_{\mathbf k\mathbf k'}=\frac{\delta^2\mathcal E}{\delta n_{\mathbf k}\,\delta n_{\mathbf k'}}=f_{\mathbf k'\mathbf k}.$$

In equilibrium $\tilde\varepsilon_{\mathbf k}=\varepsilon_{\mathbf k}$, $\mathbf v_{\mathbf k}=\nabla_{\mathbf k}\varepsilon_{\mathbf k}/\hbar$, and $n^0$ is the Fermi function of $\varepsilon_{\mathbf k}$, with $n^{0\prime}=dn^0/d\varepsilon$. The macroscopic Coulomb potential $\phi$ is kept out of $\mathcal E$, because its interaction $Q^2/\epsilon_0q^2$ diverges at small $q$ and cannot be put into a local $f$. It obeys Poisson's equation.

## (a) The kinetic equation

**Question.** The quasiparticle density matrix obeys $i\hbar\,\partial_t\rho=[h,\rho]$, where $h$ has the phase-space symbol $\tilde\varepsilon_{\mathbf k}(\mathbf r,t)+Q\phi(\mathbf r,t)$. Find the equation for $n_{\mathbf k}$ when all fields vary slowly in space.

**Solution.** The starting equation is time-dependent Hartree-Fock theory if $\mathcal E$ is the Hartree-Fock energy. For a general Fermi liquid it is Landau's postulate, meant for $\hbar\omega\ll E_F$ and $q\ll k_F$. The Wigner transform gives an operator $A$ the symbol

$$a(\mathbf r,\mathbf k)=\int d^dy\,e^{-i\mathbf k\cdot\mathbf y}A(\mathbf r+\tfrac{\mathbf y}{2},\mathbf r-\tfrac{\mathbf y}{2}),$$

and $n$ is the symbol of $\rho$. Consider $W(\mathbf q,\mathbf s)=e^{i(\mathbf q\cdot\hat{\mathbf r}+\mathbf s\cdot\hat{\mathbf k})}$ with $\hat{\mathbf k}=-i\nabla$. Since $e^{i\mathbf s\cdot\hat{\mathbf k}}$ translates by $\mathbf s$, its kernel is $e^{i\mathbf q\cdot(\mathbf x+\mathbf s/2)}\delta(\mathbf x'-\mathbf x-\mathbf s)$, and its symbol is $e^{i(\mathbf q\cdot\mathbf r+\mathbf s\cdot\mathbf k)}$. Any symbol is a superposition of such exponentials, so one pair suffices.

The commutator of the two exponents is the number $-i\theta$, with $\theta=\mathbf q\cdot\mathbf s'-\mathbf s\cdot\mathbf q'$. From $e^Xe^Y=e^{X+Y}e^{[X,Y]/2}$,

$$[W,W']=-2i\sin(\theta/2)\,W(\mathbf q+\mathbf q',\mathbf s+\mathbf s').$$

For the same exponentials $\nabla_ra\cdot\nabla_kb-\nabla_ka\cdot\nabla_rb=-\theta\,ab$. If the symbols vary slowly in space and smoothly in $\mathbf k$, $\theta$ is small and $2\sin(\theta/2)\to\theta$, with a relative error $\theta^2/24$. When the Fermi step is narrower than the wavenumber $q$ of the fields, this fails at single $\mathbf k$ near the step. It still holds for sums over $\mathbf k$ whose weights are smooth on the scale $q$, such as densities and currents. In this sense

$$[A,B]\;\to\; i\left(\nabla_ra\cdot\nabla_kb-\nabla_ka\cdot\nabla_rb\right).$$

Put $a=\tilde\varepsilon+Q\phi$ and $b=n$, divide by $i\hbar$, and use $\mathbf E=-\nabla\phi$. Collisions lie outside this mean-field evolution and enter as $I[n]$:

$$\partial_tn_{\mathbf k}+\frac1\hbar\nabla_k\tilde\varepsilon_{\mathbf k}\cdot\nabla_rn_{\mathbf k}+\frac1\hbar\left(Q\mathbf E-\nabla_r\tilde\varepsilon_{\mathbf k}\right)\cdot\nabla_kn_{\mathbf k}=I[n].$$

This is the Landau-Silin equation. Interactions enter twice, through the velocity and through the force $-\nabla_r\tilde\varepsilon$.

## (b) The current

**Question.** Collisions conserve particle number. Which current belongs to this equation, and what is it to first order in $\delta n=n-n^0$?

**Solution.** Sum over $\mathbf k$. The field term is a total derivative and vanishes. Integrating the other force term by parts gives

$$\partial_t\sum_kn_k+\frac1\hbar\sum_k\left(\nabla_k\tilde\varepsilon\cdot\nabla_rn+n\,\nabla_r\cdot\nabla_k\tilde\varepsilon\right)=0 .$$

The bracket is $\nabla_r\cdot(n\nabla_k\tilde\varepsilon)$, so

$$\mathbf J=\frac Q\hbar\sum_kn_k\nabla_k\tilde\varepsilon_k .$$

Continuity leaves a divergence-free addition open. A uniform vector potential $\mathbf A$ settles it for uniform flow: at fixed canonical occupation $N$, $n(\mathbf k)=N(\mathbf k+Q\mathbf A/\hbar)$, and $-\partial\mathcal E/\partial\mathbf A=-(Q/\hbar)\sum\tilde\varepsilon\nabla_kn$ is the same $\mathbf J$ after one integration by parts.

Now insert $\tilde\varepsilon_k=\varepsilon_k+\sum_{k'}f_{kk'}\delta n_{k'}$. The change of velocity contributes $(Q/\hbar)\sum_kn^0_k\nabla_k\sum_{k'}f_{kk'}\delta n_{k'}$. Integrate by parts with $\nabla_kn^0=\hbar\mathbf v\,n^{0\prime}$:

$$\mathbf J=Q\sum_k\mathbf v_k\Big[\delta n_k-n^{0\prime}_k\sum_{k'}f_{kk'}\delta n_{k'}\Big].$$

The second term is the backflow: displaced quasiparticles change the velocities of all the others.

## (c) The Drude weight

**Question.** Define $D$ by $\sigma=iD/(\omega+i0)$ without collisions. Find it for a uniform field, first in general and then for an isotropic liquid in three dimensions.

**Solution.** In a uniform state $\nabla_r\tilde\varepsilon=0$, and the equation reduces to $\partial_tn+(Q/\hbar)\mathbf E\cdot\nabla_kn=0$. The sea moves rigidly, $n_{\mathbf k}=n^0_{\mathbf k-\boldsymbol\kappa}$ with $\hbar\dot{\boldsymbol\kappa}=Q\mathbf E$. To first order $\delta n_k=-\hbar n^{0\prime}_k\mathbf v_k\cdot\boldsymbol\kappa$. Put this into $\mathbf J$ and use $\dot J_a=D_{ab}E_b$:

$$D_{ab}=Q^2\Big[\sum_k(-n^{0\prime}_k)v_av_b+\sum_{kk'}n^{0\prime}_kv_{k,a}f_{kk'}n^{0\prime}_{k'}v_{k',b}\Big].$$

The same quantity is an energy curvature. For the shifted sea $\partial\mathcal E/\partial\boldsymbol\kappa=-\sum\tilde\varepsilon\nabla_kn=\sum n\nabla_k\tilde\varepsilon=\hbar\mathbf J/Q$, and therefore

$$D_{ab}=\frac{Q^2}{\hbar^2}\frac{\partial^2\mathcal E}{\partial\kappa_a\partial\kappa_b}\bigg|_{\kappa=0}.$$

For the isotropic liquid at low temperature let $N=\sum(-n^{0\prime})=m^*k_F/\pi^2\hbar^2$, with $v_F=\hbar k_F/m^*$. Expand the spin-averaged interaction as $f(\cos\vartheta)=\sum_lf_lP_l(\cos\vartheta)$, and set $F_l=Nf_l$. The first term is $Q^2Nv_F^2\delta_{ab}/3$. In the second, averaging $f\,\hat{\mathbf k}'$ over $\hat{\mathbf k}'$ can give a vector along $\hat{\mathbf k}$ alone, namely $\hat{\mathbf k}\langle f\cos\vartheta\rangle=\hat{\mathbf k}f_1/3$. With $Nv_F^2/3=k_F^3/3\pi^2m^*=n/m^*$, where $n$ is the density,

$$D=\frac{nQ^2}{m^*}\left(1+\frac{F_1}{3}\right).$$

Umklapp and impurity collisions broaden this weight. Without Galilean invariance, momentum-conserving collisions also broaden the part of it whose current is not proportional to the total momentum. It remains a distinct feature while the collision rate is small compared with the frequency at which other absorption, such as interband transitions, begins.

## (d) Galilean invariance

**Question.** Particles of mass $m$ interact through forces that depend on their separations, with no lattice. What relates $m^*$ and $F_1$, and what is $D$?

**Solution.** The number current now equals the momentum density divided by $m$, for every distribution:

$$\frac1\hbar\sum_kn_k\nabla_k\tilde\varepsilon_k=\sum_k\frac{\hbar\mathbf k}{m}n_k .$$

Vary $n_k$ about equilibrium. The left side was varied in (b); exchanging summation labels and using the symmetry of $f$,

$$\mathbf v_k-\sum_{k'}f_{kk'}n^{0\prime}_{k'}\mathbf v_{k'}=\frac{\hbar\mathbf k}{m}.$$

On the Fermi surface the sum, with its sign, is $+\mathbf v_kF_1/3$ by the average in (c). Thus $(\hbar k_F/m^*)(1+F_1/3)=\hbar k_F/m$, or

$$\frac{m^*}{m}=1+\frac{F_1}3,\qquad D=\frac{nQ^2}{m}.$$

A heavy quasiparticle carries less current by itself, and the backflow supplies the difference. The reason lies deeper than Landau theory: internal forces cannot change the total momentum, so $\dot{\mathbf J}=(Q/m)\,nQ\mathbf E$.

A microscopic case shows the identity at work. Take an electron gas of density $1.81\times10^{23}\ \mathrm{cm^{-3}}$, with $k_F=17.5\ \mathrm{nm^{-1}}$ and $E_F=11.65$ eV, and statically screened exchange:

$$\varepsilon_k=\frac{\hbar^2k^2}{2m}-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}V_{\mathbf k-\mathbf k'},\qquad V_q=\frac{e^2}{\epsilon_0(q^2+q_s^2)} .$$

The Thomas-Fermi value $q_s=20.5\ \mathrm{nm^{-1}}$ is held fixed when $n_k$ varies. Numerical integration and differentiation of $\varepsilon_k$ at $k_F$ give $m^*/m=0.951$. Exchange acts between equal spins, so the spin-averaged interaction is $-V/2$. Its angular integral gives $F_1=-0.147$ and $1+F_1/3=0.951$. Here the mass is reduced, and backflow cancels the reduction.

## (e) The plasma frequency

**Question.** What does the choice of $F_1$ do to the long-wavelength plasma oscillation?

**Solution.** As $q\to0$, the force from short-range interactions is of order $q\,\delta n$, while the Coulomb field is of order $\delta n/q$. To leading order $\dot{\mathbf J}=D\mathbf E$. Combining this with $\partial_t\delta\varrho+\nabla\cdot\mathbf J=0$ and $\nabla\cdot\mathbf E=\delta\varrho/\epsilon_0$, where $\delta\varrho$ is the charge density, gives

$$\partial_t^2\delta\varrho=-D\,\delta\varrho/\epsilon_0,\qquad\omega_p^2=D/\epsilon_0 .$$

At the density above, the free-mass value is $\hbar\omega_p=15.8$ eV. Now choose $m^*/m=1.5$. The eigenmode of the linearized Landau-Silin equation, found on a grid of angles at small $q$, lies at 15.8 eV for $F_1=1.5$, the Galilean value. It lies at 14.1 eV for $F_1=0.6$ and at 12.9 eV for $F_1=0$. The middle value agrees with $15.8\sqrt{1.2/1.5}=14.1$ eV.

These energies illustrate the equation outside its safe range, since $\hbar\omega_p/E_F=1.35$. The Galilean value survives because it follows from total momentum alone; the other two are properties of the model equation.

## (f) What a lattice changes

**Question.** Let the bare band be $e_{\mathbf k}$ and write $\mathcal E=\sum e_kn_k+W[n]$. When do interactions drop out of $D$ at a given $n^0$? Does a lattice prevent it?

**Solution.** Relabelling $\mathbf k$ gives $\sum e_{\mathbf k}n^0_{\mathbf k-\boldsymbol\kappa}=\sum e_{\mathbf k+\boldsymbol\kappa}n^0_{\mathbf k}$. From the curvature form in (c),

$$D_{ab}=\frac{Q^2}{\hbar^2}\Big[\sum_kn^0_k\frac{\partial^2e_k}{\partial k_a\partial k_b}+\frac{\partial^2W}{\partial\kappa_a\partial\kappa_b}\Big].$$

Interactions drop out if and only if $W$ has no curvature under a rigid shift. Galilean invariance ensures this. A lattice does not ensure it, but does not forbid it either. In a lattice model with one orbital per unit cell, exchange from a density-density force between sites depends on $\mathbf k-\mathbf k'$ alone, so its $W$ is unchanged by the shift. For general Bloch states, including those of a lattice with several sites per cell, the overlaps of their periodic parts enter too, and the shift can change $W$. Where $W$ has no curvature under the shift, $D$ is the bare-band weight, the first term, which is generally not $nQ^2/m$.

## (g) A lattice with both behaviours

**Question.** On a square lattice of spacing $a$, let neighbouring sites have hopping $-t$, density interaction $Vn_in_j$, and correlated hopping

$$X(c^\dagger_{i\sigma}c_{j\sigma}+\mathrm{h.c.})(n_{i,-\sigma}+n_{j,-\sigma}).$$

Find $m^*$ and $D$ to first order in the interaction energy.

**Solution.** Let $\nu$ be the filling per spin and $b_\delta=\langle n_{\mathbf k}e^{ik_\delta a}\rangle$ the zone average for direction $\delta=x,y$. In a plane-wave determinant opposite spins factorize, so correlated hopping gives $4X\nu\,\mathrm{Re}\,b_\delta$ per bond and spin. Equal spins give the exchange $-V|b_\delta|^2$. Apart from a function of $\nu$, the energy per site is

$$2\sum_\delta\left[(-2t+4X\nu)\,\mathrm{Re}\,b_\delta-V|b_\delta|^2\right].$$

At rest $b_x=b_y=b$ is real. Differentiating with respect to one occupation gives $\varepsilon_k=-2t^*(\cos k_xa+\cos k_ya)+\text{const}$, with

$$t^*=t-2X\nu+Vb,\qquad\frac{m^*}{m_{\rm band}}=\frac t{t^*}.$$

A shift along $x$ changes $b_x$ to $be^{i\kappa a}$. The exchange energy contains $|b_x|^2$ and does not move; the rest varies as $\cos\kappa a$. Dividing the curvature by the cell area $a^2$,

$$K\equiv\frac{\hbar^2D}{Q^2}=4b(t-2X\nu)=\underbrace{4bt^*}_{\text{quasiparticles}}\underbrace{-\,4Vb^2}_{\text{backflow}} .$$

The mass change from $V$ cancels. That from $X$ stays, because its $f$ is even in $\mathbf k$ and in $\mathbf k'$ and gives no backflow.

Take round values $t=0.30$ eV, $X=0.10$ eV, $V=-0.20$ eV and $\nu=0.30$ at 300 K. The attractive $V$ is chosen so that both interactions enhance the mass; the uniform normal state is assumed, and possible pairing is ignored. With these values the uniform state is locally stable but only metastable in the short-range model. Including the Hartree term $8V\nu^2$ its free energy is about $-0.465$ eV per site, while a mixture of empty and full regions has $0.3\times8V=-0.48$ eV. The long-range Coulomb energy, kept out of $\mathcal E$, penalizes such macroscopic phase separation. Self-consistency gives $b=0.179$, so

$$t^*=0.300-0.060-0.036=0.204\ \text{eV},\qquad m^*/m_{\rm band}=1.47 .$$

The quasiparticle part of $K$ is 0.146 eV and the backflow is 0.026 eV, in total 0.172 eV. The bare band at the same filling has 0.215 eV. The ratio is 0.80, whereas the mass alone would suggest $1/1.47=0.68$.

Separately, $X$ gives a mass ratio of 1.25 and a weight ratio of 0.80. $V$ gives a mass ratio of 1.14 and a weight ratio of 0.999. The last small deficit is thermal: at fixed filling $b$ depends on $kT/t^*$, and at zero temperature rescaling the band leaves the occupied states unchanged.

An eight-site ring with three electrons of each spin indicates the size of the omitted correlations. At the same $X/t$ and $V/t$, exact diagonalization with a flux gives a weight ratio of 0.733, against 0.750 to first order. A small ring is not a Fermi liquid, so this is no error estimate for the square lattice.

## (h) Is a density-density force enough?

**Question.** Replace $X$ and $V$ by the Hubbard repulsion $U$, a purely local density interaction. Does the cancellation survive at second order?

**Solution.** Two electrons scatter virtually from $k_1,k_2$ to empty states $k_3,k_4$. Each process contributes to $W$ a negative energy proportional to $-U^2/\Delta$, where $\Delta=e_3+e_4-e_1-e_2$. For a parabolic band without umklapp, a shift changes $\Delta$ by $\hbar^2\boldsymbol\kappa\cdot(\mathbf k_3+\mathbf k_4-\mathbf k_1-\mathbf k_2)/m=0$, and $W$ is unchanged.

For a ring with $e_k=-2t\cos k$ and unit spacing, $e_{k+\kappa}=e_k\cos\kappa+2t\sin k\sin\kappa$. With $S$ the same signed sum of $2t\sin k$ as $\Delta$ is of $e_k$,

$$\Delta(\kappa)=\Delta\left(1-\frac{\kappa^2}2\right)+\kappa S+\dots,\qquad \frac{\partial^2}{\partial\kappa^2}\left(-\frac1{\Delta(\kappa)}\right)_{0}=-\frac1\Delta\left(1+\frac{2S^2}{\Delta^2}\right).$$

In a closed shell every $\Delta$ is positive, so every process lowers the weight. For the eight-site ring the sum gives $\delta K=-0.0209\,U^2/t$, and the $U^2$ coefficient from exact diagonalization is the same to these digits. On a lattice, a density-density force therefore does not in general protect the weight beyond first order.

## (i) How large is the lattice effect in aluminium?

**Question.** The gas in (d) has the electron density of aluminium. Estimate the Drude weight that its lattice removes even without interactions between electrons.

**Solution.** Let a Fourier potential $V_G$ act near the planes $k_z=\pm g$, $g=G/2$, with free motion transverse to $\mathbf G$. Integrating $Q^2\sum\delta(\varepsilon-E_F)v_z^2$ over transverse energy leaves $D_{zz}\propto\int dk_z\,v_z^2$. Without the lattice the integral is $2\hbar^2k_F^3/3m^2$. At distance $p$ from a plane, two-wave mixing gives

$$v_z\simeq\frac{\hbar g}m\frac{|x|}{\sqrt{x^2+V_G^2}},\qquad x=\frac{\hbar^2gp}m .$$

Each plane removes $(\hbar g/m)^2\int dp\,V_G^2/(x^2+V_G^2)=\pi gV_G/m$. For two planes the lost fraction of $D_{zz}$ is $(3\pi/2)(V_G/E_F)(g/k_F)$. The transverse components keep their free value, so the cubic average loses one third of this per pair.

With rough values $a=0.405$ nm, $V_{111}=0.25$ eV and $V_{200}=0.75$ eV, there are four pairs with $g/k_F=0.768$ and three with 0.887:

$$\frac{\pi}{2}\,\frac{4(0.25)(0.768)+3(0.75)(0.887)}{11.65}=0.37 .$$

Integrating the two-wave velocity numerically at fixed $E_F$ gives 0.35. In this estimate the real metal breaks the Galilean assumption by about a third of the Drude weight, and $\hbar\sqrt{D/\epsilon_0}$ falls from 15.8 eV to about $15.8\sqrt{0.65}=12.7$ eV. This is not the plasmon energy of the metal. The lost weight reappears in transitions across the Bragg gaps. Plane by plane these begin at $2V_G$, here 0.5 and 1.5 eV. When all planes act together these energies are strong edges, and weak transitions extend below 0.2 eV. Far above these energies the electrons respond with nearly the free weight $nQ^2/m$, so the relation $\omega_p^2=D/\epsilon_0$ of (e), which has no interband transitions, does not apply with the reduced $D$. The 5% exchange correction to the mass is much smaller, and thermal smearing is smaller still, with $kT/E_F=0.002$ at 300 K. Adding the planes independently is crude: with the same two potentials and all planes treated together in 15 to 27 plane waves, the loss is 0.31 and $\hbar\sqrt{D/\epsilon_0}$ is 13.1 eV. The potentials are rough, and phonons and dynamic screening are left out, so the loss is a size and not a prediction for a sample.

Numerical values quoted here were computed with a short program.
